\section*{Comment on using downward Poynting flux as the exposure pattern}

\section{The argument under review}

The argument concerns a resist lit by two coherent plane waves of equal amplitude, inclined symmetrically to the surface normal. Both are TM: the magnetic field is parallel to the printed lines and the electric field lies in the plane of incidence. It runs as follows.

\begin{quote}
Exposure is energy delivered to the resist. Energy enters from above, and the power crossing each unit of horizontal area is the downward Poynting flux $S_z$. The exposure pattern is therefore $S_z(x)$. For two equal TM beams $S_z$ falls to zero between the bright lines, so the image has full contrast at any angle.
\end{quote}

The statement about $S_z$ is correct. The step from flux to exposure is not. Flux is power passing through a surface, whereas exposure is power left behind in a volume. To judge the conclusion one needs both quantities for the same field, and an account of how energy reaches the places where $S_z$ vanishes.

\section{The field of the two beams}

I use atomic units with $\hbar=m_e=e=4\pi\varepsilon_0=1$, and physical fields $\mathrm{Re}[\mathbf E e^{-i\omega t}]$. The $x$ axis is lateral and $z$ points down into the resist. The resist is uniform, isotropic and nonmagnetic, with permittivity $\varepsilon=\varepsilon'+i\varepsilon''=(n+i\kappa)^2$. For the present there is no wave returning from the substrate. Maxwell's curl equations are
\begin{equation}
\nabla\times\mathbf E=i\omega\mathbf B,\qquad
\nabla\times\mathbf B=-\frac{i\omega\varepsilon}{c^2}\mathbf E .
\label{maxwell}
\end{equation}

The beams have wave vectors $\mathbf k_\pm=(\pm q,0,k_z)$, where $q$ is real and
\begin{equation}
k^2=q^2+k_z^2=\varepsilon\omega^2/c^2,\qquad k_z=\beta+i\gamma,\quad \beta,\gamma>0 .
\end{equation}
Since $\mathbf k\cdot\mathbf E=0$, the TM amplitudes are $\mathbf E_\pm=E_0(k_z,0,\mp q)/k$. The first curl equation gives $\mathbf B=\mathbf k\times\mathbf E/\omega$, whose only component is
\begin{equation}
B_y=\frac{k_zE_x-k_xE_z}{\omega}=\frac{E_0(k_z^2+q^2)}{k\omega}=\frac{E_0k}{\omega}.
\end{equation}
It is the same for both beams, which fixes their relative phase; another phase would only shift the pattern along $x$. Adding the beams with their factors $e^{\pm iqx}$ gives
\begin{align}
E_x&=2E_0\frac{k_z}{k}\cos(qx)\,e^{ik_zz},\nonumber\\
E_z&=\frac{E_0q}{k}\left(-e^{iqx}+e^{-iqx}\right)e^{ik_zz}
=-2iE_0\frac{q}{k}\sin(qx)\,e^{ik_zz},\label{fields}\\
B_y&=2E_0\frac{k}{\omega}\cos(qx)\,e^{ik_zz}.\nonumber
\end{align}
The lateral electric field and the magnetic field peak together at $x=0$. The vertical electric field peaks halfway between, where both of them vanish. The fringe period is $P=\pi/q$.

\section{What the flux does}

The time-averaged flux is $\mathbf S=(c^2/8\pi)\,\mathrm{Re}(\mathbf E\times\mathbf B^*)$. Its vertical part contains $E_xB_y^*$, hence
\begin{equation}
S_z=\frac{c^2|E_0|^2}{2\pi\omega}\,
\mathrm{Re}\!\left(\frac{k_zk^*}{k}\right)\cos^2(qx)\,e^{-2\gamma z}.
\end{equation}
To evaluate the real part, write $k^*/k=k^{*2}/|k|^2$ and $k^{*2}=k_z^{*2}+q^2$. Then $k_zk^{*2}=|k_z|^2k_z^*+q^2k_z$, whose real part is $\beta M$ with $M=|k_z|^2+q^2$. Thus
\begin{equation}
S_z=\frac{c^2|E_0|^2}{2\pi\omega}\frac{\beta M}{|k|^2}\cos^2(qx)\,e^{-2\gamma z}.
\label{sz}
\end{equation}
The prefactor is positive, so the pattern is $1+\cos(2qx)$. This is the full contrast claimed in the argument, and it holds with or without absorption.

\section{What the molecules absorb}

Consider a molecule with a real transition dipole $\mathbf d$ and transition frequency $\omega_0$. The coupling is $-\mathbf d\cdot\mathbf E(t)$, with $\mathbf E(t)=\frac12(\mathbf Ee^{-i\omega t}+\mathbf E^*e^{i\omega t})$. To first order, keeping the near-resonant term, the excited-state probability after time $T$ is
\begin{equation}
p=\frac{|\mathbf d\cdot\mathbf E|^2}{4}\,
\frac{\sin^2(\Delta T/2)}{(\Delta/2)^2},\qquad \Delta=\omega_0-\omega .
\end{equation}
Let the transition frequencies have a smooth normalized distribution $g$. The integral of the last fraction over $\Delta$ is $2\pi T$, so the rate is $W=(\pi/2)|\mathbf d\cdot\mathbf E|^2g(\omega)$. For random orientations $\langle d_id_j\rangle=d^2\delta_{ij}/3$, and therefore
\begin{equation}
\langle W\rangle=\frac{\pi}{6}\,d^2|\mathbf E|^2g(\omega),\qquad
|\mathbf E|^2=|E_x|^2+|E_z|^2 .
\label{rate}
\end{equation}
The average makes no assumption about the relative phase of $E_x$ and $E_z$, so it covers the elliptical polarization between bright and dark positions. A scalar local-field factor multiplies the rate everywhere by the same number. The magnetic field, on which $S_z$ depends, does not enter.

Inserting the fields (\ref{fields}),
\begin{align}
|\mathbf E|^2&=\frac{4|E_0|^2}{|k|^2}e^{-2\gamma z}
\left[|k_z|^2\cos^2(qx)+q^2\sin^2(qx)\right]\nonumber\\
&=\frac{2|E_0|^2M}{|k|^2}e^{-2\gamma z}\left[1+C\cos(2qx)\right],\qquad
C=\frac{|k_z|^2-q^2}{|k_z|^2+q^2}.
\label{contrast}
\end{align}
The second line uses $2\cos^2u=1+\cos2u$ and $2\sin^2u=1-\cos2u$. I keep the sign of $C$: positive means that most absorption occurs at $x=0$, where $S_z$ is largest.

Without loss, $q=k\sin\theta$ and $k_z=k\cos\theta$, with $\theta$ the beam angle inside the resist, so that
\begin{equation}
C=\cos^2\theta-\sin^2\theta=\cos2\theta .
\end{equation}
This is also the scalar product of the two beams' polarization vectors: the electric fields interfere only as far as they are parallel. At $45^\circ$ they are perpendicular and the absorption is uniform. Beyond $45^\circ$ the pattern is reversed, and the resist absorbs most where $S_z$ is zero. Towards grazing incidence inside the resist $C$ tends to $-1$, a strong image in the wrong places, though beams refracted in from a medium of lower index, such as water, cannot reach this limit. ``Reduced contrast'' is thus right for $|C|$ at all angles strictly between $0$ and $90^\circ$, but it does not convey the reversal.

\section{How energy reaches the dark lines of the flux}

A defender of the argument may object that energy conservation forbids absorption where no energy arrives. Conservation involves the divergence of the whole vector $\mathbf S$. From $\nabla\cdot(\mathbf E\times\mathbf B^*)=\mathbf B^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf B^*$ and (\ref{maxwell}),
\begin{equation}
\nabla\cdot(\mathbf E\times\mathbf B^*)
=i\omega|\mathbf B|^2-\frac{i\omega\varepsilon^*}{c^2}|\mathbf E|^2 .
\end{equation}
The first term is imaginary. The real part of the second is $-\omega\varepsilon''|\mathbf E|^2/c^2$, because $i\varepsilon^*=i\varepsilon'+\varepsilon''$. The absorbed power density is therefore
\begin{equation}
A=-\nabla\cdot\mathbf S=\frac{\omega\varepsilon''}{8\pi}|\mathbf E|^2=\bar A\,[1+C\cos(2qx)],
\label{balance}
\end{equation}
where $\bar A$ is the average over a period at the given depth. This agrees with the molecular result (\ref{rate}).

The two parts of the divergence can be separated. The lateral flux is $S_x=-(c^2/8\pi)\mathrm{Re}(E_zB_y^*)$. With (\ref{fields}) and $\mathrm{Re}(ik^*/k)=\varepsilon''/|\varepsilon|$,
\begin{equation}
S_x=\frac{c^2|E_0|^2q}{4\pi\omega}\frac{\varepsilon''}{|\varepsilon|}
\sin(2qx)\,e^{-2\gamma z}.
\end{equation}
It is positive for $0<x<P/2$: energy flows sideways from the bright lines of $S_z$ to its dark lines. Define $K=c^2|E_0|^2\varepsilon''e^{-2\gamma z}/(2\pi\omega|\varepsilon|)$. Then
\begin{equation}
-\partial_xS_x=-Kq^2\cos(2qx).
\end{equation}
For the vertical part, $-\partial_zS_z=2\gamma S_z$. The imaginary part of $k^2$ gives $2\beta\gamma=\varepsilon''\omega^2/c^2$, and $|k|^2=|\varepsilon|\omega^2/c^2$, so (\ref{sz}) yields
\begin{equation}
-\partial_zS_z=KM\cos^2(qx)=\frac{KM}{2}\left[1+\cos(2qx)\right].
\end{equation}
The lateral part averages to zero over a period, hence $\bar A=KM/2$. Since $1-C=2q^2/M$,
\begin{equation}
-\partial_zS_z=\bar A\,[1+\cos(2qx)],\qquad
-\partial_xS_x=-\bar A\,(1-C)\cos(2qx).
\label{supply}
\end{equation}
Their sum is (\ref{balance}). At $x=P/2$ the vertical supply is zero and all the absorbed energy arrives sideways. Replacing $S_z$ by its loss with depth does not repair the argument, because $-\partial_zS_z$ has full contrast too.

Nor may $S_x$ be dropped because the resist absorbs weakly. Its largest value is indeed small beside that of $S_z$, being proportional to $\varepsilon''$. But the absorption is proportional to $\varepsilon''$ as well, and the ratio of lateral to vertical supply in (\ref{supply}) does not vanish as $\varepsilon''\to0$.

A last defence is that a very thick film must finally absorb everything that enters. Integrating (\ref{balance}) over infinite depth gives, with $\bar A\propto e^{-2\gamma z}$ and $\bar A=2\gamma\langle S_z\rangle$,
\begin{equation}
\int_0^\infty A\,dz=\langle S_z\rangle_{z=0}\,[1+C\cos(2qx)],
\end{equation}
where the angle brackets denote the average over a period. The total is what entered, but its distribution among the columns of resist is not $S_z(x,0)$.

\section{Numbers for an immersion exposure}

Take a vacuum wavelength $\lambda=193$ nm (photon energy 6.424 eV), resist index $1.70+0.02i$, film thickness 100 nm and fringe period 90 nm. With $q=\pi/P$,
\begin{equation}
\sin\theta=\frac{\lambda}{2nP}=\frac{193}{2\times1.70\times90}=0.631,
\qquad \theta=39.1^\circ .
\end{equation}
The lossless contrast is $1-2\times0.631^2=0.204$; absorption changes it to 0.205. The argument under review would give 1.

Let the mean dose entering the resist be 20 mJ/cm$^2$, or 1248 eV/nm$^2$. From $2\beta\gamma=2n\kappa\omega^2/c^2$ and $\beta\simeq n(\omega/c)\cos\theta$, the decay constant of the flux is
\begin{equation}
2\gamma\simeq\frac{4\pi\kappa}{\lambda\cos\theta}
=\frac{4\pi\times0.02}{193\times0.776}\ \mathrm{nm}^{-1}
=0.00168\ \mathrm{nm}^{-1}.
\end{equation}
The mean absorbed density at the top is the product, 2.10 eV/nm$^3$. At $x=0$ the resist absorbs 2.52 eV/nm$^3$ (404 J/cm$^3$): the vertical supply is 4.19 and 1.67 flows away sideways. At $x=P/2$ it absorbs 1.67 eV/nm$^3$ (267 J/cm$^3$), all supplied from the side. Yet by (\ref{supply}) the largest $S_x$ is $\bar A(1-C)/2q$ and the largest $S_z$ is $\bar A/\gamma$. Their ratio, $(1-C)\gamma/2q$, is about 0.01. A lateral flow of one per cent suffices because a fringe is narrow compared with the absorption length.

Changing the period with wavelength and resist fixed gives the following signed contrasts.

\begin{center}
\begin{tabular}{rrrr}
$P$ (nm) & $\theta$ (deg) & TM, $|\mathbf E|^2$ & TM, $S_z$\\
200 & 16.5 & 0.839 & 1\\
120 & 28.2 & 0.553 & 1\\
90 & 39.1 & 0.205 & 1\\
80 & 45.2 & $-0.007$ & 1\\
75 & 49.2 & $-0.145$ & 1
\end{tabular}
\end{center}

Without loss, the image vanishes when $\sin\theta=1/\sqrt2$, that is at $P=\lambda/(\sqrt2\,n)=80.3$ nm.

The difference matters for process control. Suppose the resist switches at a sharp threshold of absorbed energy, and that the nominal dose prints equal lines and spaces, with edges at $x=\pm P/4$. The line width times the logarithmic slope at the edge is $(P/2)(2\pi C/P)=\pi C$, here 0.64 instead of 3.14. Widening the bright line by 10\% moves the edge to $1.1P/4$, where the pattern is $1+C\cos(0.55\pi)=1-C\sin(0.05\pi)$. The required relative dose increase is
\begin{equation}
\frac{\delta D}{D}=\frac{1}{1-C\sin(0.05\pi)}-1 ,
\end{equation}
which is 3.3\% for $C=0.205$ and 18.5\% for $C=1$. For this dose increase, using the flux would overstate the tolerance by a factor of 5.6. For a line narrowed by 10\%, the same calculation for the dose decrease gives a factor of 4.4.

The molecular step was tested without the golden rule. Two-level molecules in 12 orientations, with transition energies within 0.1 hartree of the photon energy, were propagated for 1600 atomic units in the computed field. Their rates were 0.995 to 0.997 of (\ref{rate}) at $x=0$, $P/4$ and $P/2$, and their contrast was 0.206. The finite energy window omits a fraction of about $4/(0.1\times2\pi\times1600)=0.4\%$, which accounts for the size of the deficit. The small variation with position that remains comes from the non-resonant term dropped above: first-order theory with that term kept gives the same three ratios and the same contrast of 0.206.

\section{Comparison with a real exposure}

The parameters are rough typical values for water-immersion lithography at 193 nm, except that the dose is counted inside the resist. Of the effects estimated here, a wave reflected by the substrate changes the local contrast most. For a wave returning with relative magnetic amplitude $r$, $E_x$ changes sign relative to $B_y$ while $E_z$ does not. Neglecting absorption, with $\rho=re^{-2ik_zz}$,
\begin{equation}
C(z)=\frac{k_z^2|1-\rho|^2-q^2|1+\rho|^2}{k_z^2|1-\rho|^2+q^2|1+\rho|^2}.
\end{equation}
A substrate reflectance of 0.5\% means $r=0.071$, and the contrast then swings with depth between 0.07 and 0.34. Averaged over one standing-wave period of 73 nm, $|1\pm\rho|^2$ both become $1+r^2$, and the contrast of the averaged absorption returns to 0.204. The 100 nm film does not hold a whole number of periods, so its average need not equal this value; depending on the phase of the reflection it lies between about 0.18 and 0.23. The flux keeps full contrast throughout, since $B_y$ is still proportional to $\cos(qx)$.

With the values assumed here, the other effects, taken one at a time, change the contrast less. Acid diffusion with a Gaussian spread of 7 nm lowers the contrast to 0.18. If 5\% of the light is TE, it rises to 0.24. Slight alignment of the dipoles in the film plane, with order parameter $-0.05$ and the refractive index left isotropic, gives 0.28. A 10\% difference between the beam intensities changes it by less than 0.001. Absorption removes 15\% of the flux through the film, but by (\ref{contrast}) leaves the contrast the same at every depth. Magnetic-dipole absorption would follow $|\mathbf B|^2$, which does have full contrast; for a moment of one Bohr magneton against an electric dipole of one atomic unit, its rate is smaller by a factor of $4\times10^{-5}$ in a single beam, before any local-field factor on the electric rate, which would lower the ratio further.

\section{What can be kept}

Without a reflected wave, the flux is a valid measure of exposure in three situations. For TE beams the electric field is $E_y$ alone, and $B_x=-k_zE_y/\omega$ for both beams. Then $S_z\propto-\mathrm{Re}(E_yB_x^*)\propto|E_y|^2$, and flux and absorption share one pattern of full contrast. For TM beams at small angles $C\simeq1-2\theta^2$, with $\theta$ in radians, so the two patterns merge, though at $16.5^\circ$ the contrast has already dropped by 16\%. Finally, the period average obeys $\bar A=2\gamma\langle S_z\rangle$ at any angle, so the flux gives the mean dose correctly even where it gives the wrong image. A reflected wave in general adds a standing-wave variation of the absorption with depth that $2\gamma\langle S_z\rangle$ does not reproduce; for TE beams without absorption, its largest excess over $2\gamma\langle S_z\rangle$ is the fraction $(1+r)^2/(1-r^2)-1=2r/(1-r)$, about 15\% for the substrate reflectance of 0.5\% used above. For TM beams the period-averaged absorption varies as $1+r^2-2C\,\mathrm{Re}\,\rho$, with $C=\cos2\theta$, so the largest excess is about 4\% at $P=90$ nm, and the variation of the mean vanishes at $45^\circ$.

The argument should therefore be restricted to these cases, and its TM image recomputed from $|\mathbf E|^2$ inside the resist. The main values used above are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Wavelength in vacuum: 193 nm
Photon energy: 6.424 eV
Resist index n, kappa: 1.70, 0.02 (no unit)
Fringe period: 90 nm; film thickness: 100 nm
Lateral index q/k0: 1.0722 (no unit)
Beam angle in resist: 39.10 degrees
Contrast of downward flux, TM: 1.0000 (no unit)
Contrast of |E|^2, TM, with loss: 0.2046 (no unit)
cos(2 theta), no loss: 0.2044 (no unit)
Contrast from propagated molecules: 0.2057 (no unit)
Propagated rate / golden rule at x = 0, P/4, P/2: 0.9973, 0.9965, 0.9951
Period of zero TM contrast, no loss: 80.28 nm
Period (nm), angle (deg), signed contrast: TM |E|^2, TM flux, TE |E|^2
   200   16.49    0.8389   1.0000   1.0000
   120   28.23    0.5526   1.0000   1.0000
    90   39.10    0.2046   1.0000   1.0000
    80   45.20   -0.0065   1.0000   1.0000
    75   49.19   -0.1451   1.0000   1.0000
Mean dose entering resist: 20 mJ/cm2
Mean absorbed density at top: 2.095 eV/nm3
Absorbed at x = 0: 2.523 eV/nm3 = 404 J/cm3
  vertical supply 4.189 eV/nm3, lateral supply -1.666 eV/nm3
Absorbed at x = P/2: 1.666 eV/nm3 = 267 J/cm3
  vertical supply -0.000 eV/nm3, lateral supply 1.666 eV/nm3
Normalized log-slope, |E|^2: 0.643; flux: 3.142 (no unit)
Dose increase for 10% wider line, |E|^2: 3.31 %
Dose increase for 10% wider line, flux: 18.54 %
Neglected effects (contrast of |E|^2 pattern unless stated):
  Substrate reflectance 0.5 %: contrast over depth 0.0656 to 0.3355
  Same, depth-averaged: 0.2044; standing-wave period 73.1 nm
  Acid diffusion blur 7 nm (std. dev.): 0.1816
  TE share 5 % of light: 0.2444
  Molecular order parameter -0.05: 0.2772
  Beam intensities 1 : 0.9: 0.2044; flux 0.9986
  Flux lost through film depth: 15.4 %
  Magnetic/electric dipole rate (1 Bohr magneton, 1 a.u.): 3.8e-05
\end{verbatim}
